\section*{The eight-band Kane model and its secular equation}

\section*{Setting}

A zinc-blende crystal has a nondegenerate conduction state $S$ at $\mathbf k=0$ and, below it, a threefold valence state $X,Y,Z$. These are eigenfunctions of
\begin{equation}
H_0=\frac{p^2}{2}+V(\mathbf r),\qquad \mathbf p=-i\nabla,
\end{equation}
with energies $E_S$ and $E_X$. Hartree atomic units are used throughout, and $c$ is the speed of light in these units. The functions have the period of the lattice, are chosen real, and are normalized over one cell. With the origin on an atom, the point operations leave $S$ unchanged and transform $X,Y,Z$ like the coordinates $x,y,z$. I write $X_1,X_2,X_3$ for $X,Y,Z$ and $\boldsymbol\sigma$ for the Pauli matrices. Repeated vector indices are summed, except in $\delta_{jl}$ relations between matrix elements.

Spin-orbit coupling adds $\frac{1}{4c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$ to $H_0$. The model keeps the four orbitals $S,X,Y,Z$ with both spins, eight states in all, and leaves out all other bands.

\section*{(a) The equation at finite $\mathbf k$}

\textbf{Problem.} Find the Hamiltonian for the periodic part $u$ of a Bloch function $e^{i\mathbf k\cdot\mathbf r}u$. Determine the matrix elements of $\mathbf p$ among the four orbitals, and estimate the part of the spin-orbit coupling that contains $\mathbf k$.

\textbf{Solution.} Since $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u$, every $\mathbf p$ becomes $\mathbf p+\mathbf k$:
\begin{equation}
H_{\mathbf k}=H_0+\mathbf k\cdot\mathbf p+\frac{k^2}{2}
+\frac{1}{4c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
+\frac{1}{4c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf k).
\label{hk}
\end{equation}

\emph{Momentum between $S$ and the triplet.} A twofold rotation about $x$ keeps $x$ and reverses $y$ and $z$; the rotations about $y$ and $z$ act correspondingly. An element survives only if its integrand is even under all three. Hence $\langle S|p_j|X_l\rangle=0$ for $j\ne l$. The threefold rotation $x\to y\to z\to x$ makes the three elements with $j=l$ equal. They are imaginary, because $\mathbf p=-i\nabla$ acts on real functions. Therefore
\begin{equation}
\langle S|p_j|X_l\rangle=iP\,\delta_{jl},\qquad P=-i\langle S|p_x|X\rangle\ \text{real}.
\end{equation}
I assume $P\neq0$. The twofold rotations also give $\langle S|p_j|S\rangle=0$.

\emph{Momentum within the triplet.} The twofold rotations leave only elements with three different indices, such as $\langle X|p_y|Z\rangle$. The mirror operation $x\leftrightarrow z$ gives $\langle X|p_y|Z\rangle=\langle Z|p_y|X\rangle$. Integration by parts, with no boundary term for periodic functions, gives
\begin{equation}
\langle X|p_y|Z\rangle=-i\!\int\! X\,\partial_yZ=+i\!\int\! Z\,\partial_yX=-\langle Z|p_y|X\rangle .
\end{equation}
Both hold only if the element is zero. The triplet has no internal momentum elements.

\emph{The last term of} (\ref{hk}). From $[\mathbf p,V]=-i\nabla V$ and $[\mathbf p,p^2]=0$ follows $\nabla V=i[\mathbf p,H_0]$, so
\begin{equation}
\langle S|\partial_jV|X_l\rangle=i(E_X-E_S)\langle S|p_j|X_l\rangle=(E_S-E_X)P\,\delta_{jl}.
\end{equation}
Between states of equal energy the commutator gives zero. Writing the last term as $\frac{1}{4c^2}\nabla V\cdot(\mathbf k\times\boldsymbol\sigma)$, one sees that it couples $S$ and $X_l$ by $(E_S-E_X)P(\mathbf k\times\boldsymbol\sigma)_l/(4c^2)$. Compared with the coupling $iPk_l$ from $\mathbf k\cdot\mathbf p$, this is smaller by a factor of order $(E_S-E_X)/(4c^2)$. It is dropped from here on.

\section*{(b) The Hamiltonian matrix}

\textbf{Problem.} Find the spin-orbit matrix, fix the zero of energy at the valence-band edge, and write down the eight-band Hamiltonian.

\textbf{Solution.} Let $\mathbf A=\nabla V\times\mathbf p$. It is an axial vector: it behaves like $(x,y,z)$ under rotations but acquires an extra minus sign under mirrors. The twofold rotations remove $\langle S|A_j|S\rangle$ and all $\langle S|A_j|X_l\rangle$ with $j\neq l$. The mirror $x\leftrightarrow y$ sends $A_z$ to $-A_z$ and keeps $S$ and $Z$, so $\langle S|A_z|Z\rangle=0$, and the other two vanish likewise.

Within the triplet the three indices must again differ. The mirror $x\leftrightarrow y$ now gives $\langle X|A_z|Y\rangle=-\langle Y|A_z|X\rangle$, and the threefold rotation relates the remaining elements to these. All are thus fixed by one number,
\begin{equation}
\Delta=\frac{3i}{4c^2}\langle X|A_z|Y\rangle,\qquad
\frac{1}{4c^2}\langle X_k|A_j|X_l\rangle=-\frac{i\Delta}{3}\,\varepsilon_{jkl},
\end{equation}
which is real because $\mathbf A$ is $-i$ times a real operator. With $(L_j)_{kl}=-i\varepsilon_{jkl}$, the matrices of angular momentum one, the coupling is $\frac{\Delta}{3}\mathbf L\cdot\boldsymbol\sigma$.

The product rule $\sigma_k\sigma_l=\delta_{kl}+i\varepsilon_{klj}\sigma_j$ and $\varepsilon_{jkl}=\varepsilon_{klj}$ give
\begin{equation}
(\mathbf L\cdot\boldsymbol\sigma)_{kl}=-i\varepsilon_{klj}\sigma_j=\delta_{kl}-M_{kl},\qquad M_{kl}=\sigma_k\sigma_l .
\label{ls}
\end{equation}
Because $\sigma_m\sigma_m=3$, one has $M^2=3M$, so the eigenvalues of $M$ are 0 and 3. Its trace is $3\times2=6$, so 3 occurs twice and 0 four times. The triplet splits into four states at $E_X+\Delta/3$ and two at $E_X-2\Delta/3$, a distance $\Delta$ apart. I take $\Delta>0$, put the zero of energy at the upper level, and call the gap $E_g=E_S-E_X-\Delta/3>0$. The triplet block, measured from this zero, is $-\frac{\Delta}{3}+\frac{\Delta}{3}(1-M)=-\frac{\Delta}{3}M$.

The term $k^2/2$ multiplies the unit matrix and is absorbed in
\begin{equation}
E'=E-\frac{k^2}{2}.
\end{equation}
In the order $S,X,Y,Z$, each entry being a $2\times2$ matrix in spin space, the Hamiltonian whose eigenvalues are $E'$ is
\begin{equation}
H=\begin{pmatrix}
E_g & iPk_x & iPk_y & iPk_z\\
-iPk_x & -\frac{\Delta}{3} & -\frac{i\Delta}{3}\sigma_z & \frac{i\Delta}{3}\sigma_y\\
-iPk_y & \frac{i\Delta}{3}\sigma_z & -\frac{\Delta}{3} & -\frac{i\Delta}{3}\sigma_x\\
-iPk_z & -\frac{i\Delta}{3}\sigma_y & \frac{i\Delta}{3}\sigma_x & -\frac{\Delta}{3}
\end{pmatrix}.
\label{kane}
\end{equation}
For instance, the $XY$ entry is $-\frac{\Delta}{3}\sigma_x\sigma_y=-\frac{i\Delta}{3}\sigma_z$.

\section*{(c) The secular equation for any direction}

\textbf{Problem.} Let $a$ be the spinor that multiplies $S$ and $\psi_l$ the spinor that multiplies $X_l$. Without choosing axes, eliminate $\boldsymbol\psi$ and find the condition on $E'$ for states with $a\neq0$.

\textbf{Solution.} The rows of (\ref{kane}) read
\begin{align}
(E'-E_g)\,a&=iP\,\mathbf k\cdot\boldsymbol\psi,\label{row1}\\
E'\boldsymbol\psi&=-iP\,\mathbf k\,a-\frac{\Delta}{3}\boldsymbol\sigma\,b,\qquad b=\boldsymbol\sigma\cdot\boldsymbol\psi.\label{row2}
\end{align}
Contract (\ref{row2}) with $\boldsymbol\sigma$ from the left. As $\boldsymbol\sigma\cdot\boldsymbol\sigma=3$,
\begin{equation}
E'b=-iP(\boldsymbol\sigma\cdot\mathbf k)a-\Delta\,b
\quad\Rightarrow\quad (E'+\Delta)\,b=-iP(\boldsymbol\sigma\cdot\mathbf k)\,a .
\label{b}
\end{equation}
Contract (\ref{row2}) with $\mathbf k$:
\begin{equation}
E'\,\mathbf k\cdot\boldsymbol\psi=-iPk^2a-\frac{\Delta}{3}(\boldsymbol\sigma\cdot\mathbf k)\,b .
\end{equation}
Multiply (\ref{row1}) by $E'$ and insert this, using $iP(-iP)=P^2$:
\begin{equation}
E'(E'-E_g)\,a=P^2k^2a-\frac{iP\Delta}{3}(\boldsymbol\sigma\cdot\mathbf k)\,b .
\end{equation}
Multiply by $E'+\Delta$ and use (\ref{b}). The last term becomes $-\frac{iP\Delta}{3}(-iP)(\boldsymbol\sigma\cdot\mathbf k)^2a=-\frac{\Delta}{3}P^2k^2a$, because $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$. Hence
\begin{equation}
E'(E'-E_g)(E'+\Delta)\,a=P^2k^2\Big(E'+\Delta-\frac{\Delta}{3}\Big)a ,
\end{equation}
and for $a\neq0$
\begin{equation}
\boxed{E'(E'-E_g)(E'+\Delta)=k^2P^2\Big(E'+\frac{2\Delta}{3}\Big)} .
\label{cubic}
\end{equation}
The direction of $\mathbf k$ has dropped out through $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$.

\section*{(d) The remaining states}

\textbf{Problem.} Equation (\ref{cubic}) has three roots, but there are eight states. Find the missing ones for $\mathbf k\neq0$ and give the full characteristic polynomial.

\textbf{Solution.} Let $f(E')$ be the left side of (\ref{cubic}) minus the right side. Then
\begin{align}
f(-\Delta)&=\tfrac13k^2P^2\Delta>0, &
f(-\tfrac{2\Delta}{3})&=\tfrac{2\Delta^2}{9}\big(E_g+\tfrac{2\Delta}{3}\big)>0,\\
f(0)&=-\tfrac23k^2P^2\Delta<0, &
f(E_g)&=-k^2P^2\big(E_g+\tfrac{2\Delta}{3}\big)<0,
\end{align}
while $f\to\pm\infty$ as $E'\to\pm\infty$. There are three distinct real roots: a split-off root below $-\Delta$, a light-hole root between $-2\Delta/3$ and 0, and a conduction root above $E_g$.

None of them equals 0 or $-\Delta$. So for each root and any spinor $a$, (\ref{b}) defines $b$ and (\ref{row2}) defines $\boldsymbol\psi$. This $\boldsymbol\psi$ is consistent, since $\boldsymbol\sigma\cdot\boldsymbol\psi=[(E'+\Delta)b-\Delta b]/E'=b$, and (\ref{row1}) holds by (\ref{cubic}). A spinor has two independent choices, so each root is double. That makes six states.

Now try $a=0$ and $E'=0$. Equations (\ref{row1}) and (\ref{row2}) reduce to
\begin{equation}
\mathbf k\cdot\boldsymbol\psi=0,\qquad \boldsymbol\sigma\cdot\boldsymbol\psi=0 .
\label{hh}
\end{equation}
Take unit vectors $\mathbf e_1,\mathbf e_2$ that form a right-handed set with $\hat{\mathbf k}=\mathbf k/k$, and spinors with $(\boldsymbol\sigma\cdot\hat{\mathbf k})\chi_\pm=\pm\chi_\pm$. Two solutions are
\begin{equation}
\boldsymbol\psi_\pm=\frac{\mathbf e_1\pm i\mathbf e_2}{\sqrt2}\,\chi_\pm .
\end{equation}
The first condition holds because both vectors are perpendicular to $\mathbf k$. The second holds because $\boldsymbol\sigma\cdot(\mathbf e_1+i\mathbf e_2)$ raises the spin along $\mathbf k$ and so annihilates $\chi_+$; the other sign lowers it and annihilates $\chi_-$. These are the heavy holes. Orbital and spin angular momentum along $\mathbf k$ add to $\pm\frac32$, while $S$ with spin has $\pm\frac12$, which is why $\mathbf k\cdot\mathbf p$ cannot couple them.

Six plus two states exhaust the eight, so
\begin{equation}
\det(E'-H)=E'^2\,[f(E')]^2 .
\end{equation}
The heavy-hole pair is decoupled for every direction of $\mathbf k$. Its orbitals turn with $\mathbf k$: they are combinations of $X$ and $Y$ alone when $\mathbf k$ is along $z$, but not in general.

\section*{(e) Three coupled levels and the $S$ weight}

\textbf{Problem.} Reduce the other six states to two equal $3\times3$ problems, and find the weight of $S$ in each eigenstate.

\textbf{Solution.} For $\chi=\chi_+$ or $\chi_-$ define the triplet states
\begin{equation}
\boldsymbol\psi_{l}=\frac{3\hat{\mathbf k}-\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf k})}{\sqrt6}\,\chi,\qquad
\boldsymbol\psi_{s}=\frac{\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf k})}{\sqrt3}\,\chi .
\end{equation}
Their squared norms are $(9-3-3+3)/6=1$ and $3/3=1$. Since $\boldsymbol\sigma\cdot\boldsymbol\psi_l=(3-3)(\boldsymbol\sigma\cdot\hat{\mathbf k})\chi/\sqrt6=0$, the block $-\frac{\Delta}{3}M$ gives $\boldsymbol\psi_l$ energy 0. Since $\boldsymbol\sigma\cdot\boldsymbol\psi_s=\sqrt3(\boldsymbol\sigma\cdot\hat{\mathbf k})\chi$, it gives $\boldsymbol\psi_s$ energy $-\Delta$. The couplings to $S\chi$ follow from
\begin{equation}
iP\,\mathbf k\cdot\boldsymbol\psi_l=iPk\,\frac{3-1}{\sqrt6}\chi=i\sqrt{\tfrac23}\,Pk\,\chi,\qquad
iP\,\mathbf k\cdot\boldsymbol\psi_s=\frac{i}{\sqrt3}\,Pk\,\chi .
\end{equation}
Both are proportional to $\chi$, so the two spins do not mix. Each gives
\begin{equation}
\begin{pmatrix}
E_g & i\sqrt{2/3}\,Pk & i\sqrt{1/3}\,Pk\\
-i\sqrt{2/3}\,Pk & 0 & 0\\
-i\sqrt{1/3}\,Pk & 0 & -\Delta
\end{pmatrix}.
\end{equation}
With $S$ amplitude 1, rows two and three give the amplitudes $-i\sqrt{2/3}\,Pk/E'$ and $-i\sqrt{1/3}\,Pk/(E'+\Delta)$. Row one then gives
\begin{equation}
E'-E_g=P^2k^2\left[\frac{2}{3E'}+\frac{1}{3(E'+\Delta)}\right],
\label{frac}
\end{equation}
which is (\ref{cubic}) divided by $E'(E'+\Delta)$. Normalization gives the $S$ weight
\begin{equation}
w_S=\left\{1+P^2k^2\left[\frac{2}{3E'^2}+\frac{1}{3(E'+\Delta)^2}\right]\right\}^{-1}.
\label{ws}
\end{equation}

\section*{(f) Masses, limits and failure}

\textbf{Problem.} Define masses by $E\simeq E(0)+k^2/(2m)$. Find them for all four bands, examine large $k$ and the limits of $\Delta$, and say where the model fails.

\textbf{Solution.} In (\ref{frac}) put $E'=E_g$ on the right for the conduction band. For the light hole keep the term in $1/E'$ and put $E'=0$ on the left. For the split-off band keep the term in $1/(E'+\Delta)$ and put $E'=-\Delta$ on the left. To order $k^2$, including $k^2/2$,
\begin{align}
\frac1{m_c}&=1+\frac{2P^2}{3}\left[\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right], &
\frac1{m_{l}}&=1-\frac{4P^2}{3E_g},\\
\frac1{m_{s}}&=1-\frac{2P^2}{3(E_g+\Delta)}, &
\frac1{m_{h}}&=1 .
\end{align}
A small gap makes the electron and the light hole light, because the levels repel over a small distance. On the conduction root $E'>E_g$, so the bracket in (\ref{frac}) is smaller than at the edge, and the band rises more slowly than its band-edge parabola.

At large $k$ the light-hole root stays in $(-2\Delta/3,0)$. Dividing (\ref{cubic}) by $k^2P^2$ shows that $E'\to-2\Delta/3$, so that $E=E'+k^2/2$ finally rises. For $\Delta\to0$ at fixed $k\neq0$ the light hole, confined to $(-2\Delta/3,0)$, joins the heavy holes at $E'=0$, and the other two roots obey $E'(E'-E_g)=k^2P^2$. This limit cannot be read from $m_l$ and $m_s$. For $\Delta\ll E_g$ those masses hold only while the shifts of order $P^2k^2/E_g$ are small compared with $\Delta$, a range of $k$ that shrinks to zero with $\Delta$. For $\Delta\to\infty$ the conduction and light-hole roots obey $E'(E'-E_g)=\frac23k^2P^2$.

The heavy hole has the mass of a free electron and bends upward, which is wrong for a valence-band maximum. The cause is the omission of other bands. Without spin-orbit coupling and with $\mathbf k$ along $x$, second-order perturbation theory gives for the state $Z$
\begin{equation}
\frac1{m_h}=1+2\sum_n\frac{|\langle n|p_x|Z\rangle|^2}{E_X-E_n},
\end{equation}
where $n$ runs over the states outside the triplet, and $S$ does not contribute because $\langle S|p_x|Z\rangle=0$. Although $Z$ is degenerate with $X$ and $Y$, the second-order terms do not mix them. These terms contain $p_x$ twice and are even under all three twofold rotations, while $Z$ has the opposite parity to $X$ under the rotation about $x$ and to $Y$ under the rotation about $y$. Bands above the valence edge contribute negatively, and the hole bends downward if twice the sum is below $-1$. These terms need not depend on $k$ alone, so the isotropy of (\ref{cubic}) belongs to the eight-state model. The omitted bands can also change the other masses, since their terms of second order in $\mathbf k\cdot\mathbf p$ are of order $k^2$ however small $k$ is. Keeping $k$ small, so that coupling to these bands is weak compared with their distance in energy, only limits the terms of higher order in $k$. With spin-orbit coupling the omitted bands also give cross terms that contain $\mathbf k\cdot\mathbf p$ once and the spin-orbit coupling once. These are linear in $k$. Because zinc blende has no inversion centre, they need not vanish within the fourfold valence level, and they can split it at the smallest $k$. The eight-state model has no such terms.

\section*{(g) A numerical case}

\textbf{Problem.} Take the round parameters $E_g=0.04$, $\Delta=0.02$ hartree, $P=0.65$ and $\mathbf k=(0.01,0.02,0.02)$. Find the energies, the $S$ weights and the masses, and judge the parabolic approximation.

\textbf{Solution.} Here $k=0.03$, $k^2/2=0.00045$ and $k^2P^2=3.8025\times10^{-4}$. Expanding (\ref{cubic}) gives
\begin{equation}
E'^3-0.02\,E'^2-1.18025\times10^{-3}E'-5.07\times10^{-6}=0 .
\end{equation}
Numerical diagonalization of (\ref{kane}) gives the doubled values $-0.022476$, $-0.004774$, $0$ and $0.047250$ hartree. The three nonzero values add up to $0.02=E_g-\Delta$, as the quadratic coefficient requires. Adding $k^2/2$ and using (\ref{ws}) for the weights:
\begin{center}
\begin{tabular}{lrrr}
band & $E$ (hartree) & $E$ (eV) & $w_S$\\
conduction & $0.04770$ & $1.298$ & $0.876$\\
heavy hole & $0.00045$ & $0.012$ & $0$\\
light hole & $-0.00432$ & $-0.118$ & $0.079$\\
split-off & $-0.02203$ & $-0.599$ & $0.045$
\end{tabular}
\end{center}
For the conduction band the bracket in (\ref{ws}) is $298.6+73.7=372.3$, so $w_S=1/(1+0.1416)=0.876$. The valence orbitals already make up 12\% of this state.

The inverse masses are
\begin{align}
1/m_c&=1+0.28167\,(50+16.667)=19.78, & m_c&=0.0506,\\
1/m_l&=1-14.083=-13.08, & m_l&=-0.0764,\\
1/m_s&=1-4.694=-3.69, & m_s&=-0.271,
\end{align}
in units of the electron mass. The conduction parabola gives $0.04+19.78\times0.00045=0.0489$ hartree, against $0.0477$ from the model. The rise above the band edge is $0.0089$ instead of $0.0077$, too large by 16\% of the latter.

For the same direction, diagonalization at $k=0.06$ and $0.10$ gives light-hole values $E'=-0.01004$ and $-0.01216$, approaching $-2\Delta/3=-0.01333$. With $k^2/2=0.0018$ and $0.0050$ added, $E$ is $-0.0082$ and $-0.0072$ hartree. The light-hole band has turned upward between these points. The limit $-2\Delta/3$ identifies the state it approaches. The transverse states $(\mathbf e_1\pm i\mathbf e_2)\chi_\mp/\sqrt2$ have $\mathbf k\cdot\boldsymbol\psi=0$ and $|\boldsymbol\sigma\cdot\boldsymbol\psi|^2=2$, so they are not coupled to $S$ and have the diagonal energy $-2\Delta/3$. As for the heavy hole, nothing among the eight states then offsets $k^2/2$; only the omitted bands could.

The dropped spin-orbit term is smaller than $Pk$ by a factor of order $(E_g+\Delta/3)/(4c^2)=6.2\times10^{-7}$, which justifies its neglect here.

Numbers in the example were calculated in double precision.
